\section*{When does a Rashba wire keep its double minimum?}

\section{Problem}

An electron moves in a straight wire along $x$ with one transverse mode. Rashba coupling ties its momentum to the spin component along $y$, and a magnetic field $B$ points along the wire. The Hamiltonian is
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}-i\alpha\,\sigma_y\frac{d}{dx}+V\sigma_x ,
\qquad V=\tfrac12 g\mu_B B .
\label{eq:H}
\end{equation}
Here $m$ is the effective mass, $\sigma_x,\sigma_y$ are Pauli matrices, and $\alpha>0$ is the Rashba coefficient, an energy times a length. The sign of $\alpha$ is a convention: reversing it is the same as reversing $k$. We take $g>0$ and $B\ge 0$. The Zeeman energy $V$ is the shift of one spin level, so the two levels of an electron at rest are $2V$ apart.

(a) Find the bands and their splitting at $k=0$.

(b) Without a field the lower band has two minima. Up to what value of $V$ does it keep them?

(c) What is special about the states with energies between the two levels at $k=0$?

Evaluate the results for $m=0.05\,m_e$, $\alpha=50$ meV\,nm and $g=10$, at $B=2$ T and $B=8$ T. These are round model parameters. The effect of the field on the orbital motion, higher transverse modes, disorder and interactions are left out. Dropping the first two requires a wire that is narrow compared with $\hbar^2/(m\alpha)\approx30$ nm and with the magnetic length $\sqrt{\hbar/eB}$, which is 18 nm at 2 T and 9 nm at 8 T. In a wider wire $\alpha$ has to be read as an effective value for the lowest mode: with two-dimensional Rashba coupling and harmonic confinement of oscillator length about 9 nm, mixing with higher modes already lowers the critical field found below by more than 10\%.

\section{A tempting solution}

Start without the field. A plane wave $e^{ikx}$ with $\sigma_y=s=\pm1$ has the energy
\begin{equation}
E_s(k)=\frac{\hbar^2k^2}{2m}+s\alpha k
=\frac{\hbar^2}{2m}(k+sk_{so})^2-E_{so},
\label{eq:parabolas}
\end{equation}
where completing the square gives
\begin{equation}
k_{so}=\frac{m\alpha}{\hbar^2},\qquad
E_{so}=\frac{\hbar^2k_{so}^2}{2m}=\frac{m\alpha^2}{2\hbar^2}.
\end{equation}
These are two parabolas with minima at $k=\mp k_{so}$ and depth $-E_{so}$. They cross at $k=0$, where $E=0$.

Now switch on the field. At $k=0$ the Hamiltonian is just $V\sigma_x$, so the crossing splits into levels at $\pm V$. At the minima the spin points along $\pm y$, and there $\sigma_x$ has no expectation value: since $\sigma_x\sigma_y+\sigma_y\sigma_x=0$, taking the expectation value in a state with $\sigma_y=s$ gives $2s\langle\sigma_x\rangle=0$. The minima therefore seem to stay at $-E_{so}$.

The lower band then has a central maximum at $-V$ between two minima at $-E_{so}$. The maximum sinks to the level of the minima when
\begin{equation}
V=E_{so}=\frac{m\alpha^2}{2\hbar^2}\qquad\text{(wrong)},
\label{eq:wrong}
\end{equation}
and the double minimum should disappear there.

\section{Where it fails}

The splitting at $k=0$ is correct. The fault is the claim that the minima stay put. A vanishing expectation value of $V\sigma_x$ removes the shift of first order in $V$, but not the second-order shift, and the argument is then used at a $V$ comparable with $E_{so}$.

To see the size of what was dropped, define
\begin{equation}
V_c=\frac{m\alpha^2}{\hbar^2}=2E_{so}=\alpha k_{so}.
\label{eq:Vc}
\end{equation}
At this point $V_c$ is only a convenient energy unit. At $k=-k_{so}$ the lower state has $s=+1$, and the state with $s=-1$ lies higher by $2\alpha k_{so}=2V_c$. The field couples the two with a matrix element of magnitude $V$, because $\sigma_x^2=1$ and $\sigma_x$ has no diagonal element in these states. Second-order perturbation theory lowers the minimum by
\begin{equation}
\frac{V^2}{2V_c}.
\label{eq:second}
\end{equation}
At the supposed threshold $V=V_c/2$ this is $V_c/8$, a quarter of the original depth $V_c/2$. The minima sink as the central maximum sinks, so the maximum has further to go.

Equation (\ref{eq:second}) is a small-$V$ estimate. The refutation can be made without it, once the exact bands are known.

\section{The bands and the gap}

The Hamiltonian (\ref{eq:H}) does not depend on $x$, so its eigenfunctions can be taken as $e^{ikx}\chi$ with a constant spinor $\chi$. The derivative $d/dx$ becomes $ik$, and $-i\alpha\sigma_y(ik)=\alpha k\sigma_y$. In the basis of $\sigma_z$,
\begin{equation}
H(k)=\begin{pmatrix}
\varepsilon & V-i\alpha k\\
V+i\alpha k & \varepsilon
\end{pmatrix},\qquad
\varepsilon=\frac{\hbar^2k^2}{2m}.
\label{eq:matrix}
\end{equation}
The eigenvalues follow from the determinant:
\begin{align}
0&=(\varepsilon-E)^2-(V-i\alpha k)(V+i\alpha k)\nonumber\\
&=(\varepsilon-E)^2-(V^2+\alpha^2k^2).
\end{align}
Hence
\begin{equation}
E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm R(k),\qquad
R(k)=\sqrt{\alpha^2k^2+V^2}.
\label{eq:bands}
\end{equation}

At fixed $k$ the bands are $2R(k)$ apart. This is smallest at $k=0$, where
\begin{equation}
E_+(0)-E_-(0)=2V .
\label{eq:gap}
\end{equation}
This answers (a).

The direction of the field matters. If it also has a component along $y$, with Zeeman energies $V_x$ and $V_y$, then $\alpha k$ is replaced by $\alpha k+V_y$ under the root:
\begin{equation}
R=\sqrt{(\alpha k+V_y)^2+V_x^2}.
\end{equation}
The smallest splitting is $2|V_x|$, at $k=-V_y/\alpha$. A field purely along $y$ moves the crossing but does not open it. A tilted field also destroys the symmetry $E(k)=E(-k)$, so the condition derived next holds for the field along the wire and not for a general direction in the plane.

We can now settle the tempting answer. At $V=V_c/2$ and $k=k_{so}$ we have $\varepsilon=V_c/2$ and $\alpha k=V_c$, so
\begin{equation}
E_-(k_{so})=\frac{V_c}{2}-\sqrt{V_c^2+\frac{V_c^2}{4}}
\approx-0.618\,V_c .
\end{equation}
This is below $E_-(0)=-0.5\,V_c$. The lowest point of the band is not at $k=0$, and by symmetry there is one on each side. The double minimum is still present.

\section{The condition for two minima}

By (\ref{eq:Vc}), $\hbar^2/m=\alpha^2/V_c$. Differentiating the lower band for $V>0$ gives
\begin{align}
\frac{dE_-}{dk}
&=\frac{\hbar^2k}{m}-\frac{\alpha^2k}{R}
=\alpha^2k\left(\frac1{V_c}-\frac1R\right)\nonumber\\
&=\frac{\alpha^2k}{V_cR}\,(R-V_c).
\label{eq:slope}
\end{align}
For $k>0$ the slope has the sign of $R-V_c$. Since $R$ grows steadily from $V$ at $k=0$ without bound, there are two cases.

If $V\ge V_c$, then $R>V_c$ for every $k>0$. The band rises on the right and, by symmetry, on the left. It has a single minimum, at $k=0$.

If $0<V<V_c$, the band first falls and then rises. It turns where $R=V_c$:
\begin{equation}
\alpha^2k_0^2+V^2=V_c^2
\quad\Longrightarrow\quad
k_0=k_{so}\sqrt{1-\frac{V^2}{V_c^2}},
\label{eq:k0}
\end{equation}
where $V_c/\alpha=k_{so}$ was used. There are minima at $\pm k_0$ and a maximum at $k=0$.

At $V=0$ the lower band is $\varepsilon-\alpha|k|$. It has minima at $\pm k_{so}$ and a kink, not a smooth maximum, at $k=0$. The answer to (b) is therefore
\begin{equation}
\boxed{\;V<V_c=\frac{m\alpha^2}{\hbar^2}\;}
\label{eq:condition}
\end{equation}
which is twice the value in (\ref{eq:wrong}).

The factor of two in the definition of $V$ needs the same care. In terms of the full Zeeman splitting $2V$ the condition reads $2V<2m\alpha^2/\hbar^2$. Inserting the full splitting into (\ref{eq:condition}) in place of $V$ would halve the critical field and reproduce the wrong threshold by another route.

\subsection{Depth and barrier}

At the minima $R=V_c$, and $\varepsilon=\alpha^2k_0^2/(2V_c)=(V_c^2-V^2)/(2V_c)$. Thus
\begin{equation}
E_{\min}=\frac{V_c^2-V^2}{2V_c}-V_c
=-\frac{V_c}{2}-\frac{V^2}{2V_c}.
\label{eq:Emin}
\end{equation}
The second term is the shift (\ref{eq:second}). The higher-order terms that appear at fixed $k_{so}$ are cancelled by the energy gained when the minimum moves inward to $k_0$. The central maximum stands above the minima by
\begin{align}
E_-(0)-E_{\min}
&=-V+\frac{V_c}{2}+\frac{V^2}{2V_c}\nonumber\\
&=\frac{V_c^2-2VV_c+V^2}{2V_c}
=\frac{(V_c-V)^2}{2V_c}.
\label{eq:barrier}
\end{align}
The barrier vanishes quadratically at the threshold. At $V=0.98\,V_c$ there are still two minima, but the barrier is only $2\times10^{-4}\,V_c$. A double minimum can thus exist in the model and be too shallow to matter in a real wire, where disorder and temperature blur energies.

\subsection{At the threshold}

For $V>0$ and small $k$, $R=V+\alpha^2k^2/(2V)-\alpha^4k^4/(8V^3)+\dots$, so
\begin{equation}
E_-=-V+\frac12\left(\frac{\hbar^2}{m}-\frac{\alpha^2}{V}\right)k^2
+\frac{\alpha^4k^4}{8V^3}+\dots
\end{equation}
The bracket is the curvature at $k=0$. It is negative below $V_c$, positive above, and zero at $V=V_c$. There the bottom of the band is quartic. With $\alpha^4=V_c^2(\hbar^2/m)^2$,
\begin{equation}
E_-\approx-V_c+\frac{1}{8V_c}\left(\frac{\hbar^2}{m}\right)^2k^4 .
\end{equation}
The two minima have merged into one flat minimum, which is why equality is excluded in (\ref{eq:condition}).

\section{Inside the gap}

The splitting at $k=0$ does not make the wire an insulator, because the lower band continues upward through the window $-V<E<V$. To count the states at a given energy, use $\alpha^2k^2=2V_c\varepsilon$ and square $E-\varepsilon=\pm R$:
\begin{align}
(E-\varepsilon)^2&=2V_c\varepsilon+V^2,\nonumber\\
\varepsilon^2-2(E+V_c)\varepsilon+E^2-V^2&=0 .
\label{eq:quadratic}
\end{align}
Each positive root $\varepsilon$ gives one pair $\pm k$. The product of the roots is $E^2-V^2$. For $|E|<V$ it is negative, so there is one positive root and one pair of Fermi points. It belongs to the lower band, since $E_+\ge V$.

Above the window, $E>V$, each band supplies one pair: both bands start at or below $V$ at $k=0$, and each passes through $E$ once for $k>0$. That makes four points. Below the window there are two cases. For $V<V_c$ and $E_{\min}<E<-V$, the lower band is crossed on both sides of each minimum, again at four points. For $V\ge V_c$ there are no states below $-V$.

\subsection{Spin and direction of motion}

Write $V+i\alpha k=Re^{i\varphi}$, so that $\cos\varphi=V/R$ and $\sin\varphi=\alpha k/R$. The lower-band spinor is
\begin{equation}
\chi_k=\frac1{\sqrt2}\begin{pmatrix}1\\-e^{i\varphi}\end{pmatrix},
\end{equation}
as insertion shows: the off-diagonal part of (\ref{eq:matrix}) turns it into $(-R,\,Re^{i\varphi})/\sqrt2=-R\chi_k$. For a spinor $(a,b)$, $\langle\sigma_x\rangle=2\,\mathrm{Re}(a^*b)$ and $\langle\sigma_y\rangle=2\,\mathrm{Im}(a^*b)$. Hence
\begin{equation}
\langle\sigma_x\rangle=-\frac VR,\qquad
\langle\sigma_y\rangle=-\frac{\alpha k}{R}.
\label{eq:spin}
\end{equation}

In the window the Fermi point with $k>0$ lies on the rising part of the band: for $V<V_c$ the falling part lies below $-V$, and for $V\ge V_c$ there is no falling part. Its velocity $\hbar^{-1}dE_-/dk$ is positive and its $\langle\sigma_y\rangle$ negative. At $-k$ both signs are reversed. The direction of motion fixes the sign of the spin along $y$, and this is why the gap is called helical.

The two spins are not quite opposite, because both share the component $-V/R$ along $x$. Replacing $k$ by $-k$ changes $\varphi$ to $-\varphi$, so
\begin{equation}
|\langle\chi_{-k}|\chi_k\rangle|^2
=\left|\frac{1+e^{2i\varphi}}2\right|^2
=\cos^2\varphi=\frac{V^2}{R^2}.
\label{eq:overlap}
\end{equation}
Opposite spins would give zero. For a spin-independent potential $U(x)$ the matrix element between the states $e^{ikx}\chi_k$ and $e^{-ikx}\chi_{-k}$ factorizes into $\int U(x)\,e^{2ikx}dx$ and $\langle\chi_{-k}|\chi_k\rangle$. For a weak potential, to lowest order in $U$, the probability of reflection from $k$ to $-k$ is therefore this squared overlap times $|\int U(x)\,e^{2ikx}dx|^2/(dE_-/dk)^2$. The overlap is the factor contributed by the spin. This lowest-order result has limits. Higher orders in $U$ pass through the evanescent states that belong to the negative root of (\ref{eq:quadratic}), and they need not carry the small overlap, so the smaller the overlap, the weaker $U$ must be for the formula to hold. It also fails close to the edges of the window. An attractive potential binds a state just below the bottom of the upper band at $E=V$, and for $V<V_c$ a repulsive one binds a state just above the central maximum at $E=-V$. At such a resonance even a weak potential can reflect almost completely. The other factor also changes with the field, because the Fermi wavenumber and the slope of the band do, so a ratio of overlaps at two fields is not a ratio of reflection probabilities.

In the middle of the window, $E=0$, equation (\ref{eq:quadratic}) becomes $\varepsilon^2-2V_c\varepsilon-V^2=0$. Its positive root is
\begin{equation}
\varepsilon_F=V_c+\sqrt{V_c^2+V^2},
\label{eq:midgap}
\end{equation}
and $E_-=0$ means $R=\varepsilon_F$. For $V\ll V_c$ the overlap is about $V^2/(4V_c^2)$, and the spins are nearly opposite. For $V\gg V_c$ it tends to one, and both spins are aligned by the field. The change is gradual. The loss of the double minimum at $V_c$ closes neither the gap nor the window.

\section{Numbers}

With $\hbar^2/m=1523.99$ meV\,nm$^2$,
\begin{equation}
V_c=\frac{50^2}{1523.99}\ \text{meV}=1.640\ \text{meV},\qquad
k_{so}=\frac{50}{1523.99}\ \text{nm}^{-1}=0.0328\ \text{nm}^{-1}.
\end{equation}
The critical field follows from $\frac12g\mu_BB_c=V_c$:
\begin{equation}
B_c=\frac{2\times1.6404}{10\times0.057884}\ \text{T}=5.67\ \text{T}.
\end{equation}
The tempting solution would put it at half this value, 2.83 T. At $V=0.7\,V_c$, or about 4 T, direct diagonalization still finds two minima.

\textbf{At 2 T}, $V=\frac12\times10\times0.057884\times2=0.579$ meV, which is $0.353\,V_c$. The gap is $2V=1.158$ meV. The minima lie at
\begin{equation}
k_0=0.03281\sqrt{1-0.3529^2}\ \text{nm}^{-1}=0.0307\ \text{nm}^{-1},
\end{equation}
and their energy is
\begin{equation}
E_{\min}=-\left(\frac{1.6404}{2}+\frac{0.5788^2}{2\times1.6404}\right)\text{meV}
=-0.922\ \text{meV}.
\end{equation}
The barrier is $-0.579+0.922=0.343$ meV. With the minima held at $-E_{so}=-0.820$ meV it would have come out as 0.241 meV, about 30\% below the correct value. The error of the tempting solution is thus visible well before the threshold.

At mid-gap, $\varepsilon_F=1.6404+\sqrt{1.6404^2+0.5788^2}=3.380$ meV, so
\begin{equation}
k_F=\sqrt{\frac{2\times3.380}{1523.99}}\ \text{nm}^{-1}=0.0666\ \text{nm}^{-1}.
\end{equation}
The spin components are $\langle\sigma_x\rangle=-0.171$ and $\langle\sigma_y\rangle=\mp0.985$ at $\pm k_F$. The squared overlap is $0.171^2=0.029$.

\textbf{At 8 T}, $V=2.315$ meV, or $1.41\,V_c$. The gap has grown to 4.631 meV, while the lower band has one minimum, at $k=0$. There are still two Fermi points at mid-gap, now with $\langle\sigma_x\rangle=-0.517$ and $\langle\sigma_y\rangle=\mp0.856$. The squared overlap is 0.267, about nine times that at 2 T. The larger gap is paid for with a weaker link between spin and direction of motion. These are mid-gap values. At 8 T the Fermi points move to $k=0$ as $E$ approaches $-V$, and there the overlap $V^2/R^2$ tends to one.

The numerical output also contains a test of (\ref{eq:bands}) that does not assume plane waves. The Hamiltonian (\ref{eq:H}) at 2 T was put on a closed ring of 400 points, 2 nm apart, with finite differences for the derivatives. Its lowest 24 levels agree with the band formula at the wavenumbers allowed on the ring to within $5\times10^{-5}$ meV.

\section*{Calculated quantities}
\begin{verbatim}
effective mass: 0.05 m_e
Rashba coefficient alpha: 50.0 meV nm
g factor: 10.0
hbar^2/m: 1523.99 meV nm^2
Bohr magneton: 0.057884 meV/T
m alpha/hbar^2 (minimum at zero field): 0.03281 1/nm
critical V, m alpha^2/hbar^2: 1.6404 meV
full Zeeman splitting at threshold: 3.2809 meV
critical magnetic field: 5.668 T
ring check, largest error of 24 levels: 4.7e-05 meV
2 T along x, smallest splitting: 1.1577 meV
2 T along y, smallest splitting: 0.0000 meV
2 T along y, crossing at k: -0.01158 1/nm
V where numerical curvature vanishes: 1.6404 meV
V/Vc = 0.00: number of minima 2
V/Vc = 0.30: number of minima 2
V/Vc = 0.70: number of minima 2
V/Vc = 0.98: number of minima 2
V/Vc = 1.00: number of minima 1
V/Vc = 1.02: number of minima 1
V/Vc = 1.50: number of minima 1
V/Vc = 3.00: number of minima 1
B = 2 T: V 0.5788 meV, V/Vc 0.3529
B = 2 T: gap at k = 0 1.1577 meV
B = 2 T: number of minima 2
B = 2 T: minima at k = +/- 0.03070 1/nm
B = 2 T: energy of minima -0.9223 meV
B = 2 T: barrier at k = 0 0.3435 meV
B = 2 T: Fermi points at E = -0.7506 meV: 4
B = 2 T: Fermi points at E = 0: 2, at E = 0.8683 meV: 4
B = 2 T: k_F +0.06660 1/nm, <sigma_x> -0.1713, <sigma_y> -0.9852
B = 2 T: k_F -0.06660 1/nm, <sigma_x> -0.1713, <sigma_y> +0.9852
B = 2 T: squared spinor overlap at +/- k_F 0.0293
B = 8 T: V 2.3154 meV, V/Vc 1.4114
B = 8 T: gap at k = 0 4.6307 meV
B = 8 T: number of minima 1
B = 8 T: Fermi points at E = 0: 2, at E = 3.4730 meV: 4
B = 8 T: k_F +0.07666 1/nm, <sigma_x> -0.5170, <sigma_y> -0.8560
B = 8 T: k_F -0.07666 1/nm, <sigma_x> -0.5170, <sigma_y> +0.8560
B = 8 T: squared spinor overlap at +/- k_F 0.2673
\end{verbatim}
